# Neutral-ionic crossing in LiF and charge flow from convex fragment energies

## Problem

A lithium atom and a fluorine atom are a distance $R$ apart, far enough for their electron clouds not to overlap. Let $I$ be the ionization energy of Li, $A$ the electron affinity of F, and $D=I-A>0$. Rough measured sizes are $I\approx5.4$ eV and $A\approx3.4$ eV. Hartree atomic units are used unless a unit is given.

(a) At what distance does the ionic state Li⁺F⁻ become lower in energy than the neutral state?

(b) An approximate density functional gives each fragment an energy that is a convex function of its electron number, with correct values at whole numbers. How does the charge $q$ moved from Li to F then depend on $R$? Does any amount of convexity turn the sudden electron jump into a gradual flow?

## A tempting solution

Moving one electron costs $I$ at lithium, returns $A$ at fluorine, and gains the attraction $-1/R$ between the ions. The two states are level when $I-A-1/R=0$, so

$$R_c=\frac{1}{I-A}=\frac1D .$$

With the Coulomb constant $14.40$ eV Å, this is $14.40/(5.4-3.4)=7.2$ Å.

For part (b), let $C>0$ be the sum of the curvatures of the two fragment energies. The energy relative to neutral atoms is

$$E(q)=qD-\frac C2\,q(1-q)-\frac{q^2}{R}. \tag{1}$$

Setting the derivative to zero gives

$$D-\frac C2+\Big(C-\frac2R\Big)q=0
\quad\Rightarrow\quad
q^*=\frac{C/2-D}{C-2/R}. \tag{2}$$

This varies smoothly with $R$. At $R_c$, where $1/R=D$, it equals $(C/2-D)/(C-2D)=\tfrac12$, whatever $C$ is. So any convexity, however slight, replaces the jump by a gradual flow that has reached half an electron at $R_c$.

## Where it fails

Part (a) is right, and so are equations (1) and (2) within the model. The conclusion is not. The same argument with $C=0$ also gives $q^*=\tfrac12$ at $R_c$, so it would smear the jump even without convexity.

A second warning comes from $C=D$. Equation (2) then reads

$$q^*=\frac{-D/2}{D-2/R}=\frac{D/2}{2/R-D},$$

which is $\tfrac12$ at $R=R_c$ and rises to $1$ at $R=\tfrac43R_c$. More charge would be transferred as the ions move apart and their attraction weakens.

The fault is that a zero derivative marks a stationary point, which need not be a minimum. Put $1/R=D$ into equation (1):

$$E(q)=qD-q^2D-\frac C2q(1-q)=\Big(D-\frac C2\Big)q(1-q). \tag{3}$$

The factor $q(1-q)$ is positive between the endpoints. If $C<2D$, the energy at $q=\tfrac12$ is therefore a maximum, and the system avoids it. If $C>2D$, it is a minimum. The answer to (b) depends on the size of the convexity, not merely on its presence.

## Right solution

### The energy as a function of charge

An isolated fragment with a fractional average electron number is a statistical mixture of whole-number states. If fluorine has gained an electron with probability $q$, its average energy is

$$(1-q)E_{\rm F}+qE_{\rm F^-}=E_{\rm F}-qA .$$

In the same way lithium has energy $E_{\rm Li}+qI$. These are straight lines, and together they cost $qD$.

An approximate functional may sag below such a line. Take the simplest sag, a quadratic $\tfrac c2q^2+bq$ with curvature $c$. It vanishes at $q=0$. Since the whole-number energies are assumed correct, it must also vanish at $q=1$, so $b=-c/2$ and the sag is

$$\frac c2q^2-\frac c2q=-\frac c2\,q(1-q).$$

Lithium loses electrons as $q$ grows, but reversing the direction of a variable does not change a second derivative. The two curvatures therefore add to $C=c_{\rm Li}+c_{\rm F}$.

The fragments also attract each other. We take both clouds as spherical and ignore their polarization. By Gauss's law each then acts on the other as a point charge, $+q$ or $-q$, which gives $-q^2/R$. A semilocal functional adds no further interaction, because its exchange-correlation energy is an integral over local quantities and splits into separate fragment parts when the densities do not overlap. This gives equation (1).

### Straight fragments: the jump

For $C=0$,

$$E(q)=qD-\frac{q^2}{R},\qquad E''(q)=-\frac2R<0 .$$

A function with negative second derivative lies above the straight line joining its endpoints, so its minimum is at an endpoint. The endpoints are $E(0)=0$ and $E(1)=D-1/R$. Hence $q=1$ for $R<R_c$ and $q=0$ for $R>R_c$.

The term $-q^2/R$ treats the charges as averages. In a real mixture of neutral and ionic pairs, the electron missing from Li is the one found on F, and the attraction is $-1/R$ with probability $q$. The energy is then $q(D-1/R)$, a straight line whose slope changes sign at $R_c$. The jump is the same.

It is sudden only if the coupling between the two states is negligible. Let a coupling $t$ mix the neutral state, at energy $0$, with the ionic state, at energy $\delta=D-1/R$. The lower eigenvalue of this two-state problem is

$$E_0=\frac\delta2-\frac12\sqrt{\delta^2+4t^2}.$$

Since $\delta$ multiplies the ionic weight in the energy, that weight is

$$\frac{\partial E_0}{\partial\delta}=\frac12\left(1-\frac{\delta}{\sqrt{\delta^2+4t^2}}\right).$$

The true change is thus spread over energies $|\delta|$ of order $t$. When $t$ vanishes at fixed $\delta>0$, the weight goes to zero and neutral atoms remain. This rounding is physical. The smearing treated next occurs even with $t=0$.

### Convex fragments: two regimes

The derivative of equation (1) is linear in $q$, so its values at the two ends decide everything:

$$E'(0)=D-\frac C2,\qquad E'(1)=D+\frac C2-\frac2R . \tag{4}$$

The second changes sign where $2/R=D+C/2$, that is, at

$$R_1=\frac{4}{C+2D}. \tag{5}$$

**Strong convexity, $C>2D$.** Here $E'(0)<0$, so the neutral state is unstable at every distance. Also $C+2D>4D$, so $R_1<R_c$.

- For $R\le R_1$, $E'(1)\le0$. The linear function $E'$ is then negative between the ends, the energy falls all the way, and $q=1$.
- For $R>R_1$, $E'(1)>0$. The derivative passes from negative to positive, so its zero is a minimum, and $q=q^*$ from equation (2).

The two pieces join. At $R_1$ the denominator of (2) is $C-(C/2+D)=C/2-D$, which equals the numerator, so $q^*=1$. As $R$ grows, the denominator grows and $q^*$ falls steadily. Differentiating (2) gives

$$\frac{dq^*}{dR}=-\frac{C/2-D}{(C-2/R)^2}\,\frac{2}{R^2}.$$

At $R_c$, using $1/R=D$ and $C/2-D=(C-2D)/2$, this becomes

$$\left.\frac{dq^*}{dR}\right|_{R_c}=-\frac{D^2}{C-2D}. \tag{6}$$

The flow is gentle for large $C$ and becomes infinitely steep as $C$ approaches $2D$ from above.

At infinite separation equation (2) leaves

$$q_\infty=\frac{C/2-D}{C}=\frac12-\frac DC>0 . \tag{7}$$

The separated atoms keep fractional charges. To find the energy error, write $a=C/2-D$. Equation (1) without attraction is $E=-aq+\tfrac C2q^2$, and at $q=a/C$ it equals

$$E_\infty=-\frac{a^2}{C}+\frac{a^2}{2C}=-\frac{(C/2-D)^2}{2C}. \tag{8}$$

This lies below the energy of two neutral atoms, the correct limit. It is the delocalization error in this model: spreading an electron over two distant sites is wrongly rewarded.

**Weak convexity, $C<2D$.** Now $E'(0)>0$ and $R_1>R_c$.

- For $R\ge R_1$, $E'(1)\ge0$. The energy rises all the way, and $q=0$.
- For $R<R_1$, $E'$ passes from positive to negative. Its zero is a maximum, and the lower endpoint wins.

Comparing $E(0)=0$ with $E(1)=D-1/R$ gives the jump at $R_c$, unchanged. For $C=D$, for instance, $q=1$ at $0.99R_c$ and $q=0$ at $1.01R_c$.

**Borderline, $C=2D$.** Equation (3) gives $E=0$ for every $q$ at $R_c$. Away from $R_c$, $E'=(C-2/R)q$ has one sign, so $q$ is still $1$ below $R_c$ and $0$ above it.

The threshold has a simple meaning. Convexity lowers the cost of the first sliver of charge from $D$ to $D-C/2$ per unit charge, while the attraction, being quadratic in $q$, does not yet contribute. If $C/2>D$, that sliver moves without any help from the attraction, even between infinitely distant atoms.

Direct minimization of equation (1) was tested against these rules for eight values of $C$ from $0$ to $10D$, at distances from $0.2R_c$ to $10R_c$, and agreed.

## Numbers for Li and F

### The crossing distance

The energy $I$ was computed with all-electron CCSD in the cc-pVTZ basis, and $A$ with frozen-core CCSD(T) in aug-cc-pVTZ. Relativity, spin-orbit coupling and the remaining basis-set error are left out. The results are $I=0.1967$ and $A=0.1217$ hartree, so

$$D=0.0750\ \text{hartree},\qquad R_c=\frac1{0.0750}\approx13.3\ \text{bohr}\approx7.1\ \text{Å}.$$

The rough measured sizes gave 7.2 Å, and the gap is mostly basis-set error. Core-valence functions on Li raise $I$ to 0.1977 hartree, and an MP2 estimate of the step to aug-cc-pVQZ raises $A$ to about 0.1244 hartree. This gives $D\approx0.073$ hartree and $R_c\approx13.6$ bohr $\approx7.2$ Å. The triple-zeta $D$ is kept below. A small difference in $D$ matters because $dR_c/dD=-1/D^2=-R_c^2$. Raising $A$ by just 0.05 eV moves the crossing outwards by 0.18 Å.

### The curvature of a real functional

The sag was computed with the PBE functional in the same basis sets, by giving the frontier orbitals fractional occupations. Fluorine was kept spherical by sharing its minority-spin 2p electrons equally among the three orbitals. Halfway between whole numbers the quadratic sag is $-\tfrac c2\cdot\tfrac14=-c/8$, so $c$ is eight times the midpoint depth:

$$c_{\rm Li}=8(0.0209)\approx0.167,\qquad c_{\rm F}=8(0.0544)\approx0.435\ \text{hartree}.$$

Their sum is $C\approx0.603$ hartree, about four times the threshold $2D=0.150$ hartree. The third digit is not converged: $c_{\rm F}$ becomes 0.434 in aug-cc-pVQZ and 0.430 with extra diffuse shells. The spherical choice matters more. Placing the hole in a single 2p orbital lowers the PBE energy of neutral F by 0.010 hartree and gives $c_{\rm F}\approx0.405$ and $C\approx0.57$ hartree, which moves $q_\infty$ below to 0.37 and $R_1$ to 5.5 bohr. In every case PBE is well inside the gradual regime.

As a check on these fractional calculations, Janak's theorem says that the slope of the energy with respect to electron number is the frontier orbital energy. For fluorine at $q=\tfrac12$, total energies and the orbital both give $-0.137$ hartree. For lithium the slope with respect to $q$ has the opposite sign to the orbital energy, and the two routes give $0.2085$ and $0.2082$ hartree.

We keep the coupled-cluster $D$ and take only the sag from PBE. This isolates the effect of convexity; it is not a PBE calculation of the molecule. Equations (5) and (7) then give

$$R_1=\frac4{0.603+0.150}\approx5.3\ \text{bohr},\qquad
q_\infty=\frac12-\frac{0.0750}{0.603}\approx0.38 .$$

By equation (8), the separated pair lies too low by

$$\frac{(0.301-0.075)^2}{2(0.603)}\approx0.042\ \text{hartree},$$

relative to neutral atoms. This is more than half of $D$ itself.

The table compares the charge for straight fragments, for the parabola, and for the computed PBE sag interpolated through five values of $q$. A finer interpolation changes the 6 bohr entry from 0.87 to 0.86 and leaves the others as shown.

| $R$ (bohr) | straight | parabola | PBE sag |
|---:|---:|---:|---:|
| 4.0 | 1 | 1.00 | 1.00 |
| 6.0 | 1 | 0.84 | 0.87 |
| 10.0 | 1 | 0.56 | 0.54 |
| 13.2 | 1 | 0.50 | 0.48 |
| 13.5 | 0 | 0.50 | 0.48 |
| 20.0 | 0 | 0.45 | 0.43 |
| 1000 | 0 | 0.38 | 0.37 |

Between the two rows around $R_c$, the straight-line model moves a whole electron. The convex models hardly change: equation (6) gives a slope of $-(0.0750)^2/(0.603-0.150)\approx-0.012$ per bohr. Most of the charge that does return to lithium has done so well inside $R_c$, and over a third of an electron never returns.

### Why the parabola is slightly off

The PBE sag is not symmetric about $q=\tfrac12$. Summed over both fragments it is $-0.0583$ hartree at $q=\tfrac14$ and $-0.0543$ hartree at $q=\tfrac34$. Let $x=q-\tfrac12$. The odd part of the sag is $+0.0020$ hartree at $x=\tfrac14$ and vanishes at $x=0$ and $x=\tfrac12$. The cubic with these values is $kx(\tfrac14-x^2)$, with

$$k=\frac{0.0020}{\tfrac14\cdot\tfrac3{16}}\approx0.043\ \text{hartree}.$$

Its slope at the midpoint is $k/4\approx0.011$ hartree. Near $R_c$ the total energy has curvature $C-2D\approx0.453$ hartree, so this extra slope moves the minimum by about $-0.011/0.453\approx-0.02$. That accounts for the change from 0.50 to 0.48.

### Limits of the example

At 6 bohr and below, the assumption of separate spherical clouds is doubtful, so $R_1$ is a feature of the model rather than a prediction for the molecule. The finite basis also holds the last fraction of an electron on F⁻, which PBE might release in a complete basis; that would alter the computed sag of fluorine. Neither point affects the condition $C>2D$ within equation (1). That condition belongs to the parabola, however. For a general convex sag $s(q)$, charge remains at infinite separation only if $D+s'(0)<0$, so the shape matters as well as the midpoint depth. The sag $-0.3D\,[(1-q)-(1-q)^6]$ has midpoint curvature $1.16D<2D$, yet it leaves $q\approx0.06$ at infinity and still jumps, from $1$ to about $0.09$, just inside $R_c$. The sag $-0.6D\,(q-q^6)$ has midpoint curvature $2.3D>2D$, yet it returns to neutral atoms at large $R$. The full set of values is in the numerical output.

## Table of computed values

```
Rough inputs: I = 5.4 eV, A = 3.4 eV
Coulomb constant e^2/(4 pi eps0) = 14.400 eV angstrom
Rough crossing distance = 7.2 angstrom
I(Li), CCSD = 0.19670 hartree = 5.352 eV
A(F), CCSD(T) = 0.12171 hartree = 3.312 eV
D = I - A = 0.07499 hartree = 2.040 eV
R_c = 1/D = 13.34 bohr = 7.06 angstrom
Shift of R_c if A grows by 0.05 eV = 0.18 angstrom
PBE sag of Li at q=0.25, 0.5, 0.75 (hartree): -0.0161, -0.0209, -0.0149
PBE curvature of Li = 0.1675 hartree
Slope dE/dq of Li at q=0.5: energies 0.2085, orbital 0.2082 hartree
PBE sag of F at q=0.25, 0.5, 0.75 (hartree): -0.0422, -0.0544, -0.0394
PBE curvature of F = 0.4351 hartree
Slope dE/dq of F at q=0.5: energies -0.1371, orbital -0.1371 hartree
Total curvature C = 0.6026 hartree
Threshold 2D = 0.1500 hartree; C/(2D) = 4.02
End of full transfer R_1 = 5.32 bohr = 2.81 angstrom
Parabola: q at R_c = 0.500 (no unit)
Parabola: q at infinite R = 0.376 (no unit)
Weak convexity C = D: q at 0.99 R_c and 1.01 R_c = 1 and 0
R (bohr) | q straight | q parabola | q PBE curve
    4.00 |      1.000 |      1.000 |      1.000
    6.00 |      1.000 |      0.841 |      0.866
    8.00 |      1.000 |      0.642 |      0.613
   10.00 |      1.000 |      0.562 |      0.535
   13.20 |      1.000 |      0.502 |      0.478
   13.47 |      0.000 |      0.498 |      0.475
   20.00 |      0.000 |      0.450 |      0.431
   40.00 |      0.000 |      0.410 |      0.394
 1000.00 |      0.000 |      0.377 |      0.365
```
